# One Percent Water in a Low-k Film: Spheres and Layers

## Problem

A low-k film has relative permittivity $k_h=2.4$ when dry. It takes up water until water occupies a fraction $f=0.01$ of the final film volume. Treat the water as bulk-like, with $k_w=80$, and the rest of the film as a uniform host with its dry permittivity. The film fills the gap between two flat electrodes. Find its effective permittivity when the water forms

(a) small spheres, far apart from one another;

(b) flat layers whose planes contain the field direction and which run without a break from one electrode to the other.

Explain why the same amount of water gives two different answers, and decide whether any other arrangement could give more than (b).

Assume a linear, local response, sharp boundaries, no conduction, and fields slow enough that $\mathbf E=-\nabla\phi$. All permittivities are relative; SI units are used.

## Hints

1. Average $\mathbf D$ over the film. How does the average depend on the field inside the water?
2. For a sphere in a uniform field, try a uniform field inside and the applied field plus a dipole field outside.
3. For the layers, ask which field component is continuous across a boundary, and what the electrodes impose on both materials.
4. For the last question, use the fact that at fixed electrode voltages the true potential has the lowest field energy.

## Solution

### What has to be known about the water

Let the electrodes be a distance $L$ apart along $z$, with area $A$ and voltage $V$, and neglect edge effects. Along every line parallel to $z$ from one electrode to the other, $\int E_z\,dz=V$. The volume average of $E_z$ is therefore

$$\langle E_z\rangle=\frac{V}{L}\equiv E_0 ,$$

whatever the arrangement of the water. There is no free charge inside the film, so the flux of $\mathbf D$ through every plane of constant $z$ is the same and equals the electrode charge $Q$. Hence $\langle D_z\rangle=Q/A$, and the effective permittivity is

$$k_{\rm eff}=\frac{\langle D_z\rangle}{\varepsilon_0E_0}.$$

Let $E_w$ be the average of $E_z$ over the water alone. The water contributes $fE_w$ to the film average of the field, so the host contributes $E_0-fE_w$. Each part is multiplied by its own permittivity:

$$\frac{\langle D_z\rangle}{\varepsilon_0}=k_h(E_0-fE_w)+k_wfE_w=k_hE_0+f(k_w-k_h)E_w .$$

Division by $E_0$ gives

$$k_{\rm eff}=k_h+f(k_w-k_h)\frac{E_w}{E_0}. \tag{1}$$

No shape has been assumed and no term dropped. For given materials and a given amount of water, the arrangement enters through one number, the ratio of the mean field in the water to the mean field in the film.

### (a) Isolated spheres

Place one sphere of radius $a$ in a field that is uniform far away. Since the spheres are far apart, this distant field may be set equal to $E_0$; the difference is of order $f$, and it changes $k_{\rm eff}$ only at order $f^2$. With the origin at the centre and $\theta$ measured from the field, try

$$\phi_{\rm in}=-E_w r\cos\theta,\qquad \phi_{\rm out}=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.$$

Both satisfy Laplace's equation in their regions. Continuity of the potential at $r=a$ requires $-E_wa=-E_0a+B/a^2$, or

$$\frac{B}{a^3}=E_0-E_w .$$

The normal component of $\mathbf D$ is $-\varepsilon_0k\,\partial\phi/\partial r$. The derivative of $B/r^2$ is $-2B/r^3$, so the dipole term adds to the outside normal field with a plus sign:

$$k_wE_w=k_h\left(E_0+\frac{2B}{a^3}\right).$$

Substituting $B/a^3$ gives

$$k_wE_w=k_h(3E_0-2E_w)\quad\Rightarrow\quad \frac{E_w}{E_0}=\frac{3k_h}{k_w+2k_h}. \tag{2}$$

All boundary conditions are met, so the trial form is the solution. Inserting (2) in (1), to first order in $f$,

$$k_{\rm sph}=k_h+3fk_h\,\frac{k_w-k_h}{k_w+2k_h}. \tag{3}$$

The numbers are

$$\frac{E_w}{E_0}=\frac{7.2}{84.8}=0.0849,\qquad k_{\rm sph}=2.4+0.01\times77.6\times0.0849=2.466 .$$

The answer to (a) is 2.47, a rise of 2.7% over the dry film. Polarization charge on the surface of the sphere opposes the applied field inside it. The water therefore works in less than a tenth of the applied field.

### (b) Continuous layers along the field

Try the uniform field $\mathbf E=E_0\hat{\mathbf z}$ in both materials. It gives the right voltage. Its tangential component is continuous at each layer boundary, and its normal component there is zero on both sides, so the condition on $\mathbf D$ is also met. It is therefore the solution, and $E_w/E_0=1$. Equation (1) becomes

$$k_{\rm lay}=k_h+f(k_w-k_h)=(1-f)k_h+fk_w, \tag{4}$$

$$k_{\rm lay}=0.99\times2.4+0.01\times80=3.176 .$$

The answer to (b) is 3.18, a rise of 32%. This is the rule for capacitors in parallel: each material joins the two electrodes and contributes in proportion to its area.

The definition of "one percent" matters slightly here. If one part of water is added to 100 parts of host, then $f=1/101$, and the layer result falls to 3.17. The sphere result still rounds to 2.47.

### Why the answers differ

The two increments are 0.0659 and 0.7760. From (2), their ratio is

$$\frac{k_{\rm lay}-k_h}{k_{\rm sph}-k_h}=\frac{k_w+2k_h}{3k_h}=\frac{84.8}{7.2}=11.8 .$$

The limit of large $k_w$ shows the difference in kind. In (3) the fraction $(k_w-k_h)/(k_w+2k_h)$ tends to one, so the sphere increment tends to $3fk_h=0.072$. Water with $k_w=80$ already gives 92% of that limit. As $k_w$ rises, the field inside the sphere falls almost in proportion, and the polarization hardly changes. The layers have no such limit, because the electrodes hold the field in them fixed.

The response to a small change of $k_w$ says the same. Differentiating (3) and (4) gives

$$\frac{dk_{\rm sph}}{dk_w}=f\left(\frac{3k_h}{k_w+2k_h}\right)^2,\qquad \frac{dk_{\rm lay}}{dk_w}=f . \tag{5}$$

The sphere result carries the square of the field ratio, $0.0849^2=0.0072$. An uncertainty in the permittivity of the water thus matters far less for spheres than for layers.

### Can another arrangement give more than (b)?

Let $\phi$ be the true potential and $\phi+\eta$ any trial potential with the same electrode voltages, so that $\eta=0$ on the electrodes. The trial energy is

$$\frac{\varepsilon_0}{2}\int k|\nabla\phi+\nabla\eta|^2dV=\frac{\varepsilon_0}{2}\int k|\nabla\phi|^2dV+\varepsilon_0\int k\nabla\phi\cdot\nabla\eta\,dV+\frac{\varepsilon_0}{2}\int k|\nabla\eta|^2dV .$$

Integrate the middle term by parts. The volume part vanishes because $\nabla\cdot(k\nabla\phi)=0$. The surface part vanishes because $\eta=0$ on the electrodes and no flux leaves through the sides. The last term cannot be negative, so the true energy is the lowest.

The true energy is $QV/2=\tfrac12\varepsilon_0k_{\rm eff}E_0^2AL$. For the uniform trial field $E_0$, the energy is $\tfrac12\varepsilon_0\langle k\rangle E_0^2AL$. Therefore

$$k_{\rm eff}\le\langle k\rangle=(1-f)k_h+fk_w .$$

The layers reach this bound. Within the stated assumptions, no arrangement of the same water gives more than 3.18.

The bound is reached only if the uniform field is the true one. A sheet that stops short of an electrode fails this condition: at its end face the field is normal to the boundary, and equal fields on the two sides would give unequal $\mathbf D$. Consider a 100 nm film with one sheet per 100 nm of width. A whole sheet is then 1.00 nm wide. Now leave a dry gap of 10 nm at one electrode and widen the sheet to 1.11 nm, so that the water content is unchanged. A numerical solution of the potential problem gives a mean water field of $0.857E_0$, and (1) then gives

$$k_{\rm eff}=2.4+0.01\times77.6\times0.857=3.065 .$$

This gap removes 14% of the increment. Most of the layer effect survives in this geometry, but 3.18 itself requires contact with both electrodes. Fewer and thicker sheets lose more: with one sheet per 500 nm, the same gap and the same water content, the mean water field is about $0.63E_0$ and $k_{\rm eff}\approx2.89$.

### Are the spheres dilute enough?

Surround each water sphere by a host shell of outer radius $b$, with $f=(a/b)^3$. Let the uniform part of the field in the shell be $G$. The solution of part (a), with $G$ in place of $E_0$, gives a dipole coefficient

$$\frac{B}{a^3}=G-E_w=\beta G,\qquad \beta=\frac{k_w-k_h}{k_w+2k_h}.$$

At $r=b$ we have $B/b^3=\beta fG$. Seen from outside, the coated sphere looks like a uniform sphere of permittivity $K$ with internal field $F$ if the potential and the normal $\mathbf D$ agree at $r=b$:

$$F=G(1-\beta f),\qquad KF=k_hG(1+2\beta f).$$

Dividing the second condition by the first,

$$K=k_h\frac{1+2\beta f}{1-\beta f}=k_h\left(1+\frac{3\beta f}{1-\beta f}\right). \tag{6}$$

A coated sphere placed in a medium of permittivity $K$ leaves the field outside it undisturbed. One can therefore fill the whole film with such spheres, of many sizes but equal $f$, and the film has permittivity $K$. This is the Maxwell Garnett formula.

Its first-order term is (3). The next term is $3k_h\beta^2f^2$, which is about 0.0006, and (6) gives 2.4665 instead of 2.4659. A numerical solution for a cubic array of spheres, with stepped surfaces and 0.998% water, gives an increment about 0.4% above that from (6) at the same water content. This offset is grid error: it moves between about 0.2% and 0.7% as the mesh is changed, while for smooth spheres in a cubic array the correction to (6) scales as $f^{10/3}$ and is below $10^{-6}$ of the increment. For these well-separated arrangements, neighbours do not alter the answer 2.47. Clusters or chains of spheres are not covered by this estimate.

### The numbers beside a real film

The value 2.4 is roughly that of a porous organosilicate interlayer dielectric. For a 100 nm film, $C/A=\varepsilon_0k/L$ gives 21.25 nF/cm² dry, 21.83 with spheres and 28.12 with layers. Taking 1 g/cm³ for water, the uptake is 100 ng/cm² in both wet cases. Weighing the film would not distinguish them. Isolated filled pores resemble case (a) if they are roughly round; long pores along the field, or flat ones with the field in their plane, give a larger increase, while the same pores lying across the field give a smaller one. A continuous water film along an interface between two neighbouring metal lines would resemble case (b) if the water touches both metals and the field runs mainly along the interface. A dry insulating liner on the metal would weaken the effect, as the dry gap did above; a conducting liner counts as part of the metal. The assumption of bulk-like water is open to doubt. A pore 2 nm across, a rough typical size, holds about 140 molecules at bulk density, many of them close to a wall. If confinement reduced $k_w$ to an illustrative 20, the results would be 2.45 for spheres and 2.58 for layers. In a thin water layer the response also depends on direction, and case (b) probes the component along the layer, which need not be reduced.

Water in a porous film also fills empty pores; it does not displace average host. To estimate the effect for spheres, note that by (3) a 1% volume of empty spheres ($k=1$) changes the host value by $0.072\times(1-2.4)/(1+4.8)=-0.017$. Filling these pores removes that deficit as well as adding the water term, which gives 2.48 instead of 2.47. This treats each pore as surrounded by a medium of $k=2.4$. In a real film the pores sit in a denser skeleton, and the result is slightly higher: if all pores are separate spheres in a skeleton of permittivity 3.0 (a porosity of 25% then gives the dry value 2.4), the Maxwell Garnett formula extended to empty and filled pores gives 2.49. For empty slots parallel to the field, the water replaces $k=1$, and the result is $2.4+0.01\times79=3.19$.

Temperature and frequency act mainly on the layers, as (5) suggests. With $k_w=55$, a rough value for hot water, the spheres give 2.46 and the layers 2.93. At 10 GHz, a model with a single relaxation time of 9 ps and a high-frequency permittivity of 5 lowers the real part of $k_w$ to about 62. The real part of $k_{\rm eff}$ is then 2.47 for spheres and 2.99 for layers. Ions add loss: for an assumed water conductivity of $10^{-4}$ S/m at 1 MHz, the loss tangent is about $5\times10^{-5}$ for spheres and $6\times10^{-3}$ for layers. The layers form a leakage path, so their ionic loss grows as the inverse of frequency: about 0.06 at 100 kHz and above one at 1 kHz. At 10 GHz the relaxation itself gives a loss tangent of about $10^{-3}$ for spheres and 0.11 for layers.

A strong field could also saturate the water dipoles. Treat them as independent, with an effective moment chosen to reproduce $k_w$. At 300 K and 0.1 MV/cm (1 V across 100 nm), the ratio of dipole energy to thermal energy is $x=0.038$. The Langevin function $x/3-x^3/45$ then lowers the orientational response by a fraction $x^2/15$, about 0.01%. Correlations between molecules are left out. In liquid water neighbouring dipoles tend to turn together, which makes saturation easier and can raise the estimate by a factor of roughly 4 to 13, depending on the model, to the order of 0.1%. That is negligible at this field, but the effect grows as the square of the field: at 1 MV/cm in the water it is about 1% for independent dipoles and several percent or more with correlations. This concerns the layers, since the field inside the spheres is much weaker.

## Variation 1: layers across the field

*The same water forms flat layers parallel to the electrodes. Find $k_{\rm eff}$.*

The field is now normal to the boundaries, so $D$ is the same in both materials. The fields are $D/(\varepsilon_0k_h)$ in the host and $D/(\varepsilon_0k_w)$ in the water. Their volume average must equal $E_0$:

$$E_0=\frac{D}{\varepsilon_0}\left(\frac{1-f}{k_h}+\frac{f}{k_w}\right)\quad\Rightarrow\quad k_{\rm eff}=\left(\frac{0.99}{2.4}+\frac{0.01}{80}\right)^{-1}=2.42 .$$

The increment is 0.0235, about a third of the sphere value. For $k_w\to\infty$ the result tends to $k_h/(1-f)$, an increment of about $fk_h$ for small $f$, against $3fk_h$ for spheres. Turning the layers through a right angle, with the water content fixed, thus changes the permittivity from 3.18 to 2.42.

## Variation 2: water around the grains

*The host consists of round grains of many sizes, each coated with a thin shell of water. The coated grains touch and together fill the whole film, and water makes up 1% of the volume of each coated grain. Find $k_{\rm eff}$.*

Equation (6) holds with the roles exchanged: the shell is water, and the core is host with volume fraction $1-f$. Write $\Delta=k_w-k_h$. The new dipole factor is $\beta'=-\Delta/(k_h+2k_w)$. Multiplying the numerator and denominator of (6) by $k_h+2k_w$,

$$K=k_w\frac{k_h+2k_w-2(1-f)\Delta}{k_h+2k_w+(1-f)\Delta}=k_w\frac{3k_h+2f\Delta}{3k_w-f\Delta}.$$

With $f\Delta=0.776$,

$$K=80\times\frac{7.2+1.552}{240-0.776}=2.93 .$$

The film has no preferred direction, yet its increment is eight times that of isolated spheres. To leading order in $f$, the field inside each grain is $E_0$. In the thin shell its tangential part is unchanged and its normal part is reduced by $k_h/k_w$. The component along $E_0$, averaged over the shell, is

$$\frac{E_w}{E_0}=\langle\sin^2\theta\rangle+\frac{k_h}{k_w}\langle\cos^2\theta\rangle=\frac23+\frac{k_h}{3k_w}.$$

About two thirds of the layer effect therefore remains. In this model a small water content raises $k$ strongly when the water is connected, even without alignment to the field. The numerical output below lists most of the values used here.

## Computed values

```
Host k: 2.4; water k: 80; water: 1.0 vol%
Dilute spheres k: 2.4659
Parallel layers k: 3.1760
Increment, spheres: 0.0659
Increment, layers: 0.7760
Increment ratio: 11.78
Relative rise, spheres: 2.75 %
Relative rise, layers: 32.33 %
Water field/applied field, sphere: 0.0849
Water field/mean field, whole sheet: 1.0000
Sphere increment for infinite water k: 0.0720
Maxwell Garnett k: 2.4665
Neighbour correction to k: 0.00061
Series layers k: 2.4235
Connected water shells k: 2.9268
3D array k: 2.4666; water: 0.998 vol%
3D array increment / Maxwell Garnett: 1.0040
3D array water field/mean field: 0.0860
1 part water to 100 host, water: 0.9901 vol%
  spheres k: 2.4652
  layers k: 3.1683
Film thickness: 100 nm; period: 100 nm
Whole sheet width: 1.00 nm
Dry gap: 10 nm; gapped sheet k: 3.065
Gapped sheet width: 1.111 nm
Gapped sheet water field/mean field: 0.857
Gapped sheet grid change in k: 0.0005
Capacitance, dry: 21.25 nF/cm2
Capacitance, spheres: 21.83 nF/cm2
Capacitance, layers: 28.12 nF/cm2
Water density: 1.0 g/cm3; uptake: 100.0 ng/cm2
Pore diameter: 2 nm; molecules: 140
Water replaces spherical voids, k: 2.4833
Water replaces parallel empty slots, k: 3.1900
Confined water k=20: spheres 2.4511, layers 2.5760
Hot water k=55: spheres 2.4633, layers 2.9260
Relaxation time: 9 ps; fast water k: 5
Water conductivity: 1.0e-04 S/m
Water at 1 MHz: k' 80.00, k'' 1.802
Loss tangent at 1 MHz, spheres: 5.27e-05
Loss tangent at 1 MHz, layers: 5.67e-03
Water at 10 GHz: k' 61.83, k'' 32.14
Real k at 10 GHz: spheres 2.4657, layers 2.9943
Temperature: 300 K; field: 0.1 MV/cm
Effective dipole energy/thermal energy: 0.0379
Estimated dipole saturation: 0.0096 %
```
